# Choosing Lanczos steps, broadening and ensemble size for anharmonic phonon spectra

A self-consistent harmonic calculation gives one sharp frequency per mode. If these are taken as the spectrum, shifts and satellites caused by the coupling of one phonon to pairs of phonons are missing. Including the coupling through explicit tensors takes storage that grows as the fourth power of the number of modes: for 300 modes the fourth-order tensor has $8.1\times10^9$ entries, of which about $3.4\times10^8$ are independent by permutation symmetry. A Lanczos calculation avoids the tensor, but if it is stopped too early its peaks reflect the number of steps rather than the solid.

Three settings control such a calculation: the number of Lanczos steps $k$, the broadening $\eta$, and the number of configurations $N_c$. What each one does follows from the equations being solved.

## The dynamics behind the setting

Use mass-scaled coordinates $q$, with $\hbar=k_B=1$ and $H=p^2/2+V(q)$. The nuclear state is kept Gaussian, with centroid $R$, mean momentum $P$ and covariances
$$A=\langle\delta q\,\delta q^T\rangle,\quad B=\langle\delta p\,\delta p^T\rangle,\quad \Gamma=\langle\delta q\,\delta p^T\rangle_{\rm sym}.$$
The subscript means that operator products are symmetrised. Since $\dot q=p$ and $\dot p=-\nabla V$, the rates contain $\langle\delta q_a\partial_bV\rangle$ and $\langle\delta p_a\partial_bV\rangle_{\rm sym}$. Integration by parts over a Gaussian turns them into $(AK)_{ab}$ and $(\Gamma^TK)_{ab}$, where $K=\langle\nabla\nabla V\rangle$. Hence
$$\dot R=P,\qquad \dot P=-\langle\nabla V\rangle,\qquad \dot A=\Gamma+\Gamma^T,$$
$$\dot\Gamma=B-AK,\qquad \dot B=-K\Gamma-\Gamma^TK.$$
For a Gaussian state these are the true instantaneous rates, which was tested for one coordinate against operator commutators. The approximation is that the state stays Gaussian at later times.

At equilibrium $P=\Gamma=0$, $\langle\nabla V\rangle=0$ and $K=\Phi$. Let $\Phi$ have eigenvalues $\omega_\mu^2>0$; rigid translations, if present, must be projected out. In the mode basis the thermal covariances are diagonal:
$$A_{\mu\mu}=a_\mu=\frac{2n_\mu+1}{2\omega_\mu},\qquad B_{\mu\mu}=\omega_\mu^2a_\mu,\qquad n_\mu=\frac1{e^{\omega_\mu/T}-1}.$$

## From covariances to pairs of phonons

Shifting a Gaussian changes an average by $\delta\langle f\rangle=\langle\partial_cf\rangle\delta R_c$. Changing its covariance gives $\frac12\langle\partial_c\partial_df\rangle\delta A_{cd}$. With $D_3$ and $D_4$ the averaged third and fourth derivatives of $V$, and a colon for contraction over two indices,
$$\delta\ddot R=-\Phi\,\delta R-\tfrac12D_3{:}\delta A,\qquad \delta K=D_3\cdot\delta R+\tfrac12D_4{:}\delta A.$$

The linearised covariance equations are $\delta\dot A=\delta\Gamma+\delta\Gamma^T$, $\delta\dot\Gamma=\delta B-\delta A\,\Phi-A_0\delta K$ and $\delta\dot B=-\Phi\,\delta\Gamma-\delta\Gamma^T\Phi$, where $A_0$ is the equilibrium covariance. Differentiate the first and third, and insert the second. For the element $\mu\nu$,
$$\delta\ddot A=2\,\delta B-(\omega_\mu^2+\omega_\nu^2)\delta A-(a_\mu+a_\nu)\delta K,$$
$$\delta\ddot B=-(\omega_\mu^2+\omega_\nu^2)\delta B+2\omega_\mu^2\omega_\nu^2\,\delta A+(\omega_\mu^2a_\mu+\omega_\nu^2a_\nu)\delta K.$$

Form $X^\mp=\delta B\mp\omega_\mu\omega_\nu\delta A$. In $\ddot X^-$ the coefficient of $\delta B$ is $-(\omega_\mu+\omega_\nu)^2$, and that of $\delta A$ is $\omega_\mu\omega_\nu(\omega_\mu+\omega_\nu)^2$. The free part is therefore $-(\omega_\mu+\omega_\nu)^2X^-$. Reversing the sign of one frequency gives $-(\omega_\mu-\omega_\nu)^2X^+$. The source terms factor in the same way:
$$\ddot X^-=-(\omega_\mu+\omega_\nu)^2X^-+(\omega_\mu+\omega_\nu)(\omega_\mu a_\mu+\omega_\nu a_\nu)\delta K,$$
$$\ddot X^+=-(\omega_\mu-\omega_\nu)^2X^++(\omega_\mu-\omega_\nu)(\omega_\mu a_\mu-\omega_\nu a_\nu)\delta K.$$

Now set $A^s=-X^-/(2\omega_\mu\omega_\nu)$ and $A^d=X^+/(2\omega_\mu\omega_\nu)$, so that $\delta A=A^s+A^d$. Since $\omega_\mu a_\mu=n_\mu+\frac12$,
$$\ddot A^j=-\Omega_j^2A^j-g^j\delta K,\quad j=s,d,$$
$$\Omega_s=\omega_\mu+\omega_\nu,\quad g^s=\frac{(\omega_\mu+\omega_\nu)(1+n_\mu+n_\nu)}{2\omega_\mu\omega_\nu},$$
$$\Omega_d=|\omega_\mu-\omega_\nu|,\quad g^d=\frac{(\omega_\mu-\omega_\nu)(n_\nu-n_\mu)}{2\omega_\mu\omega_\nu}.$$
The sum part describes creation or destruction of two phonons. The difference part describes transfer from one thermally occupied mode to another and vanishes at $T=0$. Neither $g$ is negative, because $n$ falls as $\omega$ rises.

This permits the scaling $A^j=\sqrt{2g^j}\,x^j$. Writing $S=\sum_j\sqrt{g^j}x^j$, so that $\delta A=\sqrt2\,S$, the equations become $\ddot y=-Ly$ for $y=(\delta R,x^s,x^d)$, with
$$(Ly)_R=\Phi\,\delta R+\tfrac1{\sqrt2}D_3{:}S,$$
$$(Ly)_j=\Omega_j^2x^j+\sqrt{g^j/2}\;\delta K,\qquad \delta K=D_3\cdot\delta R+\tfrac1{\sqrt2}D_4{:}S.$$
The centroid–pair coupling is $\sqrt{g/2}\,D_3$ in both directions, and the pair–pair coupling is $\frac12\sqrt g\,D_4\sqrt g$. Thus $L$ is real and symmetric, and the ordinary symmetric Lanczos method applies. Components with $g=0$ receive no source and remain at rest.

## What the spectrum means, and what the broadening does

Give the equilibrium state a small momentum kick along a unit polarisation $r$, so that the linearised equations apply. For stable dynamics, $L>0$ in the space reached from $r$, the displacement along $r$, divided by the size of the kick, is $\langle r|L^{-1/2}\sin(L^{1/2}t)|r\rangle$. Its transform with $e^{izt}$, $z=\omega+i\eta$, is
$$\chi(z)=\langle r|(L-z^2)^{-1}|r\rangle,\qquad \sigma(\omega)=\frac{2\omega}{\pi}\,{\rm Im}\,\chi.$$
An eigenvalue $\Omega^2$ of $L$ with weight $w$ contributes to ${\rm Im}\,\chi$
$$\frac{w}{2\Omega}\left[\frac{\eta}{(\omega-\Omega)^2+\eta^2}-\frac{\eta}{(\omega+\Omega)^2+\eta^2}\right].$$
Multiplied by $\omega$, this is even, so its integral over positive $\omega$ is half that over the whole axis. The two Lorentzians have area $\pi$ and centres $\pm\Omega$, which gives $\frac12(w/2\Omega)(2\pi\Omega)=\pi w/2$. Therefore $\int_0^\infty\sigma\,d\omega=\sum w=1$ at any $\eta>0$.

The broadening $\eta$ is the half-width given to every discrete line. It is a resolution, not a phonon lifetime. A physical width within this theory needs many pair states inside $\eta$, so the supercell must be large enough for the spectrum to stop changing as $\eta$ is reduced. The curvature of a Lorentzian changes sign at $\eta/\sqrt3$ from its centre, so two equal lines closer than about $2\eta/\sqrt3\approx1.2\eta$ merge into one peak whatever the number of steps; unequal lines need a larger separation. In $\sigma$ the factor $\omega$ also tilts each line slightly, so at $\eta/\Omega=0.05$ even equal lines separate only at about $1.3\eta$.

## How forces replace the tensors

Draw displacements $u$ from the equilibrium Gaussian. Define $x=A_0^{-1}u$ (without a superscript) and the residual gradient $h=\nabla V-\Phi u$. Integration by parts reads $\langle x_af\rangle=\langle\partial_af\rangle$. Equilibrium gives $\langle h\rangle=0$ and $\langle x_ah_b\rangle=K_{ab}-\Phi_{ab}=0$. Then
$$\langle x_ax_bh_c\rangle=(A_0^{-1})_{ab}\langle h_c\rangle+\langle x_b\partial_ah_c\rangle=\langle\partial_a\partial_bh_c\rangle=D_{3,abc}.$$
With one more factor,
$$\langle x_ax_bx_ch_d\rangle=(A_0^{-1})_{ab}\langle x_ch_d\rangle+(A_0^{-1})_{ac}\langle x_bh_d\rangle+\langle x_bx_c\partial_ah_d\rangle.$$
The first two terms vanish. Two further integrations of the last give $(A_0^{-1})_{bc}\langle\partial_ah_d\rangle=0$ plus $\langle\partial_a\partial_b\partial_ch_d\rangle=D_{4,abcd}$.

On a finite ensemble these averages are not symmetric in their indices, because $h$ occupies a special position. Averaging over its three or four positions restores the symmetry sample by sample:
$$D_3{:}S=\tfrac13\big\langle(x^TSx)\,h+2(x^TSh)\,x\big\rangle,$$
$$\delta K=\big\langle\alpha\,xx^T+\beta\,(xh^T+hx^T)\big\rangle,$$
$$\alpha=\frac{h\cdot\delta R}{3}+\frac{x^TSh}{2\sqrt2},\qquad \beta=\frac{x\cdot\delta R}{3}+\frac{x^TSx}{4\sqrt2}.$$
The thirds come from $D_3$. In $D_4{:}S$, two of the four positions of $h$ lie inside the contraction with $S$, giving $\frac24xx^T(x^TSh)$, and two lie outside, giving $\frac14(xh^T+hx^T)(x^TSx)$. The factor $1/\sqrt2$ in $\delta K$ then produces the denominators shown.

For $n$ modes one action of $L$ costs of order $N_cn^2$ operations. The ensemble stores $2nN_c$ numbers: for 300 modes and 10,000 configurations, $6\times10^6$. Reorthogonalisation, used below, also keeps every Lanczos vector, each with $n+n^2$ independent numbers; 80 steps for 300 modes add $7.2\times10^6$. For small systems the method has no storage advantage: with 10,000 configurations, the independent entries of both tensors are fewer than the numbers in the ensemble up to about 75 modes.

## What the number of steps controls

Start from $v_1=r$ and orthogonalise repeatedly:
$$b_kv_{k+1}=Lv_k-a_kv_k-b_{k-1}v_{k-1},\qquad a_k=\langle v_k|L|v_k\rangle.$$
Symmetry of $L$ removes all earlier vectors from this recurrence in exact arithmetic; in practice reorthogonalisation guards against rounding. In this basis $L$ is a tridiagonal matrix $T$. Eliminating everything below the first row of $T-z^2$ subtracts $b_1^2$ times the same resolvent element of the remaining block. Repetition gives
$$\chi(z)=\cfrac{1}{a_1-z^2-\cfrac{b_1^2}{a_2-z^2-\cdots}}.$$

After $k$ steps, $L^jr$ lies in the Lanczos space for $j\le k-1$ and is represented there by $T_k^je_1$. Put one more $L$ between two such vectors: the moments $\langle r|L^m|r\rangle$ are correct up to $m=2k-1$. This also gives an error bound. Let the spectrum lie in $[0,\lambda_{\max}]$, put $D=\lambda_{\max}/2$, and map $\lambda=D(1+\xi)$ and $z^2=D(1+s)$. The Chebyshev generating function gives
$$\frac1{s-\xi}=\frac2{\sqrt{s^2-1}}\left[\tfrac12+\sum_{j\ge1}\tau^{-j}T_j(\xi)\right],\qquad \tau=s+\sqrt{s^2-1},$$
where $T_j(\xi)$ is a Chebyshev polynomial and the root is chosen so that $\rho=|\tau|>1$. The terms up to $j=2k-1$ agree between the true and truncated weights. Each remaining tail is bounded by a geometric series, since $|T_j|\le1$, and there are two tails:
$$|\chi-\chi_k|\le\frac{4\,\rho^{-(2k-1)}}{D\,|\sqrt{s^2-1}|\,(\rho-1)}.$$

For small $\eta$ inside the band, ${\rm Im}\,s\approx2\omega\eta/D$. With ${\rm Re}\,s=\cos\theta$, $\ln\rho\approx{\rm Im}\,s/\sin\theta$. Because $D\sin\theta=\omega\sqrt{\lambda_{\max}-\omega^2}$,
$$\ln\rho\approx\frac{2\eta}{\sqrt{\lambda_{\max}-\omega^2}}.$$
The exponential part of the bound falls by a factor $e$ for every
$$\Delta k\approx\frac{\sqrt{\lambda_{\max}-\omega^2}}{4\eta}$$
steps. Halving $\eta$ therefore doubles the steps per factor $e$, while a larger supercell at the same bandwidth leaves this estimate unchanged. The prefactor also grows as $\eta$ falls, so convergence should be judged by increasing $k$ at fixed $\eta$.

A small system can finish earlier. There are $n$ centroid variables, $n(n+1)/2$ sum pairs and $n(n-1)/2$ difference pairs, so at most $n+n^2$ steps are needed in exact arithmetic.

## The zero-frequency limit

At frequency $z$ the pair equations give $\delta A=-\Lambda\,\delta K$, element by element, with $\Lambda(z)=\sum_jg^j/(\Omega_j^2-z^2)$. Inserting this in $\delta K$ and solving for $\delta K$ gives the effective curvature
$$H(z)=\Phi-\tfrac12D_3\Lambda\left(1+\tfrac12D_4\Lambda\right)^{-1}D_3,$$
and $\chi(z)=\langle r|(H(z)-z^2)^{-1}|r\rangle$. The factor containing $D_4$ describes repeated scattering between pairs. Setting $D_4=0$ here leaves a single bubble, though $\Phi$ still contains the quartic potential through its average.

It is tempting to identify $H(0)$ with the isothermal free-energy Hessian. At $T>0$ this is not generally correct. When a static displacement changes $\omega_\mu^2$ by $\delta K_{\mu\mu}$, thermal equilibrium changes $a_\mu$ by
$$\delta a_\mu=\frac{\delta K_{\mu\mu}}{2\omega_\mu}\left[\frac{n'_\mu}{\omega_\mu}-\frac{2n_\mu+1}{2\omega_\mu^2}\right],\qquad n'=\frac{dn}{d\omega}.$$
The second term is $-g^s_{\mu\mu}\delta K_{\mu\mu}/(4\omega_\mu^2)$, already present in $-\Lambda(0)\delta K$. The first changes the occupation, which the dynamics holds fixed because the diagonal $g^d$ is zero. For $\omega_\mu\ne\omega_\nu$ nothing is missing: the thermal covariance commutes with $K$, which gives $\delta A_{\mu\nu}=(a_\mu-a_\nu)\,\delta K_{\mu\nu}/(\omega_\mu^2-\omega_\nu^2)$, and adding the sum and difference terms of $\Lambda_{\mu\nu}(0)$ gives the same ratio with the opposite sign, as $\delta A=-\Lambda\,\delta K$ requires. Adding $-n'_\mu/(2\omega_\mu^2)$ to the diagonal elements of $\Lambda(0)$ gives the isothermal Hessian; exactly degenerate pairs need the same term. It vanishes as $T\to0$, where the two limits agree. Use the isothermal Hessian for thermodynamic stability and $\chi(0)$ for the response at fixed occupations.

## A four-atom example

Atoms of masses 1, 2, 1, 2 lie between fixed walls, joined by five bonds. In units of mass $m$, bond constant $k_b$, frequency $\omega_0=\sqrt{k_b/m}$ and energy $\hbar\omega_0$, a bond stretched by $d$ has energy $d^2/2-0.1d^3+0.025d^4$. The temperature is 0.5. All frequencies below are in units of $\omega_0$.

The second mode is probed. Its harmonic frequency is 0.914, and the self-consistent average raises it to 0.982. The first Lanczos coefficient is the square of the latter, $0.98194^2=0.9642$. Coupling to pairs then redistributes the line. The four strongest parts are:

| Frequency | Weight |
|---|---|
| 0.959 | 0.895 |
| 1.093 | 0.061 |
| 1.051 | 0.027 |
| 0.805 | 0.008 |

Two uncoupled pair frequencies lie near the upper satellites: twice the first mode, $2\times0.538=1.076$, and the difference of the third and first, $1.583-0.538=1.045$. The weak line at 0.805 lies near the difference of the fourth and second, $1.786-0.982=0.804$. These assignments rest on proximity; the eigenvectors were not analysed. Dropping $D_4$ moves the main line to 0.956 and lowers its weight to 0.870, so the fourth-order term matters more here for the weight than for the position.

With $\eta=0.05$, none of the three satellites forms a peak of its own; they only add to the flanks of the main line. The largest error of the spectrum, relative to its peak height, is 23% after 2 steps, 8.0% after 8, 5.3% after 12 and 0.6% after 16. The decrease is far from steady: after 6 steps the error is 25%, more than after 2, and after 11 steps it is still 18%. The calculation is exhausted at $4+4^2=20$ steps. For comparison, take $\lambda_{\max}\approx(2\times1.786)^2=12.8$, the highest uncoupled pair value. The coupling raises the true top eigenvalue of $L$ to 13.2, so this is an estimate and not the upper limit that the bound requires; the effect on $\Delta k$ is small. Near $\omega=1$ the estimate gives $\Delta k\approx\sqrt{11.8}/0.2\approx17$ steps per factor $e$. Exhaustion, rather than the asymptotic decay, thus ends this small calculation. For a dense spectrum of the same bandwidth, reducing the exponential factor to 1% would take about $17\ln100\approx80$ steps, before the prefactor is counted.

The static response gives $\chi(0)^{-1/2}=0.9664$ at fixed occupations, against 0.9647 isothermally. The difference is small here, but it is not numerical noise: both Hessians were tested against finite differences of the relaxed mean force. The fixed-occupation value differs from the main line at 0.959 because $\chi(0)=\sum w/\Omega^2$ includes every satellite.

These results use a 256-point quadrature, which is exact for the required averages of this quartic potential but grows as $4^n$. Random ensembles show the sampling error of $D_3$ and $D_4$ alone, because $R$ and $\Phi$ are kept here at their converged values. In practice these are sampled too and add an error of their own. At $z=i\omega_2$, the rms relative error of $\chi$ over 20 ensembles is 0.10% with 4,000 points and 0.016% with 64,000. The ratio is 6.5, whereas the inverse-square-root law predicts 4. Here $D_3\ne0$, so small sampling errors enter $\chi$ linearly, and for independent samples of finite variance the law holds once these errors are small enough. Larger sets, 600 ensembles of 4,000 points and 160 of 64,000, give 0.087% and 0.022%, a ratio of 3.9, so the 6.5 is scatter among 20 ensembles. Plan with a factor of 4. With 64,000 points the main line varies by 0.00025 over the 20 ensembles and by about 0.0004 over 160, in either case far below $\eta$.

## Setting the values

1. Choose $\eta$ from the resolution needed and from the spacing of pair states in the supercell. A smaller value than that spacing displays the discreteness of the cell.
2. Estimate $\lambda_{\max}$ by $(2\omega_{\max})^2$ and start with several times $\Delta k$ steps, or with $n+n^2$ if that is smaller. Increase $k$ until the spectrum stays steady over many further steps at the chosen $\eta$; a small change from one step to the next is not enough. Unit area is no evidence of convergence, since the truncated fraction has it for every $k$ while its eigenvalues are positive.
3. Repeat with independent ensembles, relaxing the equilibrium again for each one so that the errors of $R$ and $\Phi$ are included. Increase $N_c$ until the line positions vary by much less than $\eta$ and the weights of interest are stable. More Lanczos steps cannot remove sampling error.
4. Keep $D_4$ unless a comparison shows its effect to be negligible for the line in question.
5. If $L$ has a negative eigenvalue, first check equilibrium and sampling. If it persists, the Gaussian equilibrium is dynamically unstable and the spectrum has no meaning as small oscillation about it.

No setting repairs the Gaussian assumption. Tunnelling between separated wells, and other strongly non-Gaussian correlations, lie outside this description even when all three settings are converged. The numerical output also lists the first four Lanczos coefficients of each kind and the measured errors of the main checks.

## Numbers as computed

```
Frequencies in omega0, energies in hbar*omega0
masses (m): 1.0 2.0 1.0 2.0
cubic -0.6, quartic 0.6 (model units), temperature 0.5
harmonic frequencies (omega0): 0.50139 0.91429 1.47108 1.65789
self-consistent frequencies (omega0): 0.53795 0.98194 1.58328 1.78609
occupations (pure number): 0.51743 0.16321 0.04400 0.02891
centroid, mass-scaled (model units): -0.00679 0.00502 0.01397 0.03444
probed mode, counted from 1: 2
twice the first mode frequency (omega0): 1.07590
Lanczos steps to exhaustion: 20
first a coefficients (omega0^2): 0.96421 10.56126 5.48226 6.78991
first b coefficients (omega0^2): 0.43469 3.64029 2.98280 3.34042
strongest lines: frequency (omega0), weight
  0.95906  0.89526
  1.09281  0.06061
  1.05099  0.02694
  0.80511  0.00840
  1.51286  0.00313
same with D4 dropped: frequency (omega0), weight
  0.95646  0.86957
  1.08362  0.07066
  1.04329  0.04091
broadening eta (omega0): 0.05
spectral area (pure number): 1.000000
Lanczos steps, max spectral error / peak height
   2  2.30e-01
   4  1.14e-01
   8  7.99e-02
  12  5.30e-02
  16  6.32e-03
static frequency, fixed occupations (omega0): 0.96637
static frequency, isothermal (omega0): 0.96467
largest Hessian difference (omega0^2): 0.00352
moment-rate error (model units): 1.7e-16
tensor-free action error (model units): 3.6e-15
relative error against Jacobian: 3.3e-09
relative error against eliminated form: 7.5e-16
3 steps, relative error of moment 5: 7.8e-16
3 steps, relative error of moment 6: 5.2e-03
quadrature ensemble size: 256
4000 random points, rms relative error: 1.05e-03
64000 random points, rms relative error: 1.61e-04
ratio of the two rms errors: 6.48
main line, 64000 points, mean (omega0): 0.95916
main line, spread over seeds (omega0): 0.00025
asymmetry, symmetrised estimator: 0.0e+00
asymmetry, raw third-order average: 1.3e-02
300 modes: fourth-order tensor entries 8.10e+09
10000 configurations: ensemble entries 6.00e+06
```
